# Fitting a spin-orbit pseudopotential to caesium Rydberg levels

## Problem

A caesium atom is to be described by one electron outside a Cs⁺ core, with the two-component pseudopotential

$$V_{\rm PP}=-\frac1r+\sum_{l=0,1}\sum_{j}\sum_k A_{lj,k}\,e^{-a_{l,k}r^2}\,P_{lj}. \qquad (1)$$

Here $P_{lj}$ projects on orbital angular momentum $l$ and total angular momentum $j$. The kinetic energy is the non-relativistic one, so relativity enters through the parameters. Hartree atomic units are used.

The reference is a calculated spectrum. The 54 core electrons fill the shells of Cs⁺ and have density $n(r)$. They move in the self-consistent field

$$V_{\rm ref}=-\frac{55}{r}+V_H[n]-\left(\frac{3n}{\pi}\right)^{1/3}, \qquad (2)$$

where $V_H$ is the electrostatic potential of the core electrons and the last term is local Slater exchange. The core is then frozen, and the outer electron moves in the same field without acting on itself or on the core. Its levels follow from the radial Dirac equations, with rest energy removed,

$$V_{\rm ref}P+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=EP,\qquad c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V_{\rm ref}-2c^2)Q=EQ,$$

with $\kappa=-1,1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$. Solved in a basis of B-splines, they give, in hartree:

| $n$ | $s_{1/2}$ | $p_{1/2}$ | $p_{3/2}$ |
|---|---|---|---|
| 6 | −0.185030 | −0.113762 | −0.108223 |
| 7 | −0.065117 | −0.048629 | −0.047359 |
| 8 | −0.034745 | −0.027938 | −0.027395 |

Fit (1) to these nine levels, write its $p$ part with an explicit spin-orbit operator, and judge it on the levels $n=9$ to 12.

## A tempting solution

The pseudo-orbitals have no core states beneath them, so the lowest $s$ solution stands for $6s$ and the lowest $p$ solutions for $6p$. Something must keep the electron out of the core, and a repulsive Gaussian does so. Outside the core the potential is $-1/r$. Define the effective quantum number $\nu$ by

$$E=-\frac{1}{2\nu^2},\qquad \nu=n-\delta .$$

The quantum defect $\delta$ changes slowly along a series, so a series is described by a value and a slope. A Gaussian has a height and a width. One Gaussian per channel should therefore be enough.

A least-squares fit, with each energy error weighted by $\nu_n^3$ and with a free exponent common to the two $p$ channels, stops for $s$ at an exponent $a=10.3$ bohr⁻² and an amplitude $A=1.2\times10^8$ hartree. This is not a true minimum: the best weighted sum of squares is 0.0087 at $a=2$ and 0.0085 at $a=10.3$, and it still falls very slightly up to $a=50$. The omitted $s$ levels are then wrong by only $4\times10^{-4}$ hartree at $9s$ and $1\times10^{-4}$ hartree at $12s$, which looks like success.

## Where it fails

The small energy error proves little. From $E=-1/(2\nu^2)$ we have $dE/d\nu=\nu^{-3}$, so to first order

$$\delta\nu=\nu^3\,\delta E. \qquad (3)$$

A fixed error in the quantum defect gives an energy error that falls as $\nu^{-3}$. For a given error in $\nu$, high levels therefore look better in hartree than low ones. In $\nu$, the errors of this fit are $+0.086$ for $6s$, $-0.040$ for $8s$ and $-0.052$ for $12s$; for the fitted $6s$ level this is an energy error of 0.018 hartree.

The huge amplitude shows what the fit tried to do. The Gaussian equals 1 hartree at

$$r_0=\sqrt{\frac{\ln A}{a}}=\sqrt{\frac{18.59}{10.28}}=1.34\ \text{bohr},$$

and falls from 10 to 0.1 hartree between 1.26 and 1.43 bohr. The fit has built nearly a hard wall; a true hard wall fits the three levels equally well when placed at 1.17 bohr.

The reason can be found semiclassically. For an $s$ electron let $k_V=\sqrt{2(E-V)}$ and $k_C=\sqrt{2(E+1/r)}$, each integrated over its allowed region. Quantization in the potential $V$ reads $\int k_V\,dr=\pi(n_r+\beta)$, with $n_r$ an integer and $\beta$ a constant. For the pure Coulomb potential the allowed region ends at $2\nu^2$, and with $r=2\nu^2x$

$$\int_0^{2\nu^2}\!\sqrt{\frac2r-\frac1{\nu^2}}\;dr=2\nu\int_0^1\!\sqrt{\frac{1-x}{x}}\;dx=2\nu\cdot\frac{\pi}{2}=\pi\nu .$$

Subtracting the two conditions gives

$$\nu=n_r+\beta+\frac1\pi\left(\int k_C\,dr-\int k_V\,dr\right).$$

The last term is the part of $\nu$ that drifts along the series. Since $\partial k/\partial E=1/k$, and $k$ vanishes at any turning point that moves, its slope is

$$\frac{d}{dE}(\nu-n_r)=\frac1\pi\left(\int\frac{dr}{k_C}-\int\frac{dr}{k_V}\right). \qquad (4)$$

Where $V$ is repulsive relative to $-1/r$ but the electron can still go, $k_V<k_C$ and the contribution is negative. Where the electron cannot go, only $1/k_C$ remains, which is positive. For a given inner turning point $r_0$, a purely repulsive addition thus gives its largest slope as a hard wall.

That largest drift can be estimated. For $|E|r\ll1$, $\sqrt{2/r}-\sqrt{2/r-2|E|}\approx|E|\sqrt{r/2}$. Between energy $E$ and the threshold, a wall at $r_0$ therefore gives

$$\frac1\pi\int_0^{r_0}|E|\sqrt{\frac r2}\,dr=\frac{\sqrt2}{3\pi}\,|E|\,r_0^{3/2}\approx0.15\times0.185\times1.56\approx0.04 .$$

The reference needs more. Its $6s$ level has $\nu=(2\times0.185030)^{-1/2}=1.644$, and its $12s$ level, at $-0.008195$ hartree, has $\nu=7.811$. The drift is $7.811-1.644-6=0.167$. The estimate 0.04 is itself on the high side, mainly because a hard wall at 1.34 bohr puts its lowest level at $-0.156$ rather than $-0.185$ hartree. Between the wall's own first and seventh levels, (4) gives 0.036 and the radial equation gives 0.033, and the one-Gaussian fit has $0.167-0.052-0.086=0.029$. Moving the wall outwards would increase the drift, but it would also shift the whole series.

The faulty step is the claim that the potential is already $-1/r$ where the pseudo-electron moves. At radius $r$, core charge inside $r$ contributes its amount divided by $r$ to $V_H$, and charge outside contributes less than that. Hence $V_H\le54/r$. Exchange is negative, so $V_{\rm ref}<-1/r$ wherever there is core density. The reference is more attractive than the Coulomb potential, also beyond 1.34 bohr. There $k_V>k_C$, and (4) gives a further positive slope, which a repulsive Gaussian cannot supply. Integrated in the reference field from the $6s$ to the $12s$ energy, (4) gives 0.13 from beyond 1.34 bohr and 0.03 from inside, together 0.16 against the actual drift of 0.167.

## The right solution

Each channel needs a repulsive inner part and a freely signed outer part, so we take two Gaussians. With the exponents held fixed, each channel has two amplitudes for three levels. By (3), equal weight for errors in the quantum defect means minimizing

$$S=\sum_{n=6}^{8}\left[\nu_n^3\,(E_n^{\rm PP}-E_n^{\rm ref})\right]^2 ,$$

with $\nu_n$ taken from the reference.

The derivatives needed come from the orbitals. For a normalized eigenfunction $u$ of $H$,

$$\frac{\partial E}{\partial A_k}=\Big\langle u\Big|\frac{\partial H}{\partial A_k}\Big|u\Big\rangle+E\,\frac{\partial}{\partial A_k}\langle u|u\rangle=\int_0^\infty e^{-a_kr^2}u^2\,dr ,$$

because the norm is constant. The radial Schrödinger equation is again solved in B-splines, and the amplitudes are found by nonlinear least squares.

The start is the inner Gaussian alone, adjusted to $6s$. With $a=0.60$ bohr⁻² this needs $A=1.92$ hartree. It reproduces $6s$ but misses $7s$ by $-0.137$ in $\nu$ and $12s$ by $-0.185$: one level fixes one amplitude, not the series. The drift is now $0.1672-0.1845=-0.017$, opposite in sign to the reference. Equation (4) is only a rough guide here: at the $6s$ energy this potential has a forbidden region, from about 0.56 to 1.54 bohr, between two allowed ones, so a single quantization condition does not strictly apply. Integrated over both allowed regions from the $6s$ to the $12s$ energy, (4) gives $-0.06$, the right sign but more than three times the size.

Six pairs of exponents were tried, with inner values 0.30, 0.45, 0.60 and outer values 0.08, 0.12 bohr⁻². The pair with the smallest $S$, summed over the channels of one $l$, was kept:

| channel | exponents (bohr⁻²) | amplitudes (hartree) |
|---|---|---|
| $s_{1/2}$ | 0.60, 0.12 | 16.6914, −0.6110 |
| $p_{1/2}$ | 0.30, 0.08 | 4.1335, −0.3409 |
| $p_{3/2}$ | 0.30, 0.08 | 5.0071, −0.3301 |

The outer amplitudes are negative; for $s$ this is what the argument calls for. In the $s$ channel the two terms cancel at $r=\sqrt{\ln(16.69/0.611)/0.48}=2.6$ bohr, and beyond that radius the addition is attractive. On the fitted levels the largest error in $\nu$ is $0.00006$ for $s$ and $0.0009$ for $p$.

**Spin-orbit form.** From $\mathbf j=\mathbf l+\mathbf s$,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right],$$

which for $l=1$ is $-1$ at $j=1/2$ and $+\tfrac12$ at $j=3/2$. Write each Gaussian's coefficient as $A_{\rm av}+A_{\rm so}\,\mathbf l\cdot\mathbf s$. Then

$$A_{1/2}=A_{\rm av}-A_{\rm so},\qquad A_{3/2}=A_{\rm av}+\tfrac12A_{\rm so}.$$

Subtracting gives $A_{\rm so}=\tfrac23(A_{3/2}-A_{1/2})$, and the first relation then gives $A_{\rm av}=\tfrac13(A_{1/2}+2A_{3/2})$. For the inner Gaussian, $A_{\rm so}=\tfrac23(5.0071-4.1335)=0.5824$ and $A_{\rm av}=4.7159$ hartree. For the outer one they are $0.0072$ and $-0.3337$ hartree. The inner spin-orbit amplitude is about 80 times the outer one, but the two terms become equal at $r=\sqrt{\ln(0.5824/0.0072)/0.22}=4.5$ bohr, inside the mean radius of $6p$. The outer term cannot be neglected: without it the $6p$ splitting falls from $5.54\times10^{-3}$ to $4.42\times10^{-3}$ hartree. With $P_1$ the projector on $l=1$,

$$V_{\rm so}=\sum_kA_{{\rm so},k}\,e^{-a_{1,k}r^2}\,P_1\,\mathbf l\cdot\mathbf s\,P_1 .$$

## The levels left out

Reference energies in hartree are followed, in brackets, by the error of the pseudopotential in $\nu$, in units of $10^{-3}$:

| $n$ | $s_{1/2}$ | $p_{1/2}$ | $p_{3/2}$ |
|---|---|---|---|
| 9 | −0.021681 (0.2) | −0.018204 (1.2) | −0.017921 (1.6) |
| 10 | −0.014829 (0.4) | −0.012815 (1.5) | −0.012648 (2.1) |
| 11 | −0.010784 (0.5) | −0.009514 (1.7) | −0.009407 (2.3) |
| 12 | −0.008195 (0.5) | −0.007343 (1.8) | −0.007271 (2.5) |

The largest energy error here is $1.1\times10^{-5}$ hartree, for $9p_{3/2}$. By (3) such a number needs a yardstick in $\nu$. Suppose one simply kept the quantum defect of the last fitted level. For $s$, $\nu$ is 3.794 at $n=8$ and 7.811 at $n=12$, so the error at $12s$ would be $7.811-3.794-4=0.017$. For $p_{3/2}$ it would be $0.021$. The pseudopotential gives $0.0005$ and $0.0025$, so it carries the drift of the defect and not merely its value. A stricter yardstick is a defect linear in $E$, drawn through $n=7$ and 8. It errs by $0.0022$ at $12s$ and $0.0025$ at $12p_{3/2}$, so the pseudopotential does better for $s$ and about equally well for $p_{3/2}$.

The fine-structure splitting is a difference of two fitted channels and a more delicate quantity. For $9p$ it is 287 against $284\times10^{-6}$ hartree in the reference, an error of 1.0 %, which grows to 1.8 % at $12p$. For $6p$, which was fitted, it is $5.54\times10^{-3}$ hartree, or 1216 cm⁻¹, in both.

The mean radius was not fitted either. For $6s$ it is 4.78 bohr against 4.86 in the reference, and for the two $6p$ levels it agrees to 0.4 %.

## What the fit does not settle

The potential is not unique. Over all six exponent pairs, the largest omitted-level error in $\nu$ ranges from 0.0004 to 0.007 for $s$ and from 0.0025 to 0.006 for $p$. Both selected pairs lie at the edge of the list, so a wider search might lower $S$ further.

Success at higher $n$ says nothing about other $l$. Equation (1) has no $d$ term, so its lowest $d$ level is hydrogenic, $-1/(2\cdot3^2)=-0.0556$ hartree. The reference has $5d_{3/2}$ at $-0.134$ and $5d_{5/2}$ at $-0.131$ hartree, below $6p$. Any use in which $d$ functions matter needs a $d$ projector with its own fit.

Finally, the fit inherits the faults of its reference. The measured $6s$ binding energy is roughly 0.14 hartree and the measured $6p$ splitting roughly 550 cm⁻¹, against 0.185 hartree and 1216 cm⁻¹ here. The parameters thus represent the model (2), not the real atom. For quantitative work on caesium, the same procedure should be applied to a better reference.
